# Why Spin-Dependent Recombination Can Far Exceed the Product of Thermal Polarisations

## Definitions and conventions

An electron and a hole, spins $a$ and $b$, have come close enough to form a pair. The pair is exclusive: the two keep each other as partners until they recombine or separate. This is the picture of Kaplan, Solomon and Mott. The rates are:

- $r_S$, recombination from the singlet state; triplets do not recombine. I write $r=r_S/2$.
- $d$, dissociation, the same for all spin states.
- $1/(2T_1)$, the rate at which each spin flips up, and equally down, by relaxation. The polarisation of one spin then decays at $1/T_1$.
- $F$, the number of pairs formed per unit time, held fixed until the section on carriers.

The arrows in $\uparrow\downarrow$ refer to $a$ and $b$ along the static field. Parallel pairs are $\uparrow\uparrow$ and $\downarrow\downarrow$ (the triplets $T_+$ and $T_-$); antiparallel pairs are $\uparrow\downarrow$ and $\downarrow\uparrow$. Their numbers are $N_P$ and $N_A$. A flip of either spin turns one kind into the other, so relaxation does this at the rate
$$w=2\cdot\frac{1}{2T_1}=\frac1{T_1}.$$
The signal $s$ is the change of the steady recombination rate under resonance, relative to its value without microwaves (the dark value).

The numerical example takes round values in the rough regime of a conjugated-polymer diode at 300 K and 340 mT: $r_S=2\times10^5\ \mathrm{s^{-1}}$, $d=10^4\ \mathrm{s^{-1}}$, $T_1=50$ µs and a single-spin coherence time $T_2=0.5$ µs. Hence $r=10^5\ \mathrm{s^{-1}}$ and $w=2\times10^4\ \mathrm{s^{-1}}$.

## What random partners can give

Suppose first that carriers meet at random and have one chance to recombine. The singlet projector is $\Pi_S=\tfrac14-\mathbf S_a\cdot\mathbf S_b$. For independent spins with polarisations $P_a,P_b$ along the field, $\langle\mathbf S_a\cdot\mathbf S_b\rangle=\langle S_{az}\rangle\langle S_{bz}\rangle=P_aP_b/4$, so
$$\langle\Pi_S\rangle=\frac{1-P_aP_b}{4}.$$
Saturating the resonance of $a$ makes $P_a=0$. The relative change is
$$s_{\rm random}=\frac{1/4}{(1-P_aP_b)/4}-1=\frac{P_aP_b}{1-P_aP_b}.$$
In thermal equilibrium both polarisations have the magnitude $P=\tanh(g\mu_BB/2k_BT)=7.6\times10^{-4}$, and the signal is $5.8\times10^{-7}$.

The small number came from replacing $\langle S_{az}S_{bz}\rangle$ by a product of averages. An exclusive pair need not obey that factorisation.

## Which pair states recombine

In the frame rotating with the microwaves, and with energies written as angular frequencies,
$$H=\delta_aS_{az}+\delta_bS_{bz}+J\,\mathbf S_a\cdot\mathbf S_b+\omega_1(S_{ax}+S_{bx}),$$
where $\delta_{a,b}$ are the Larmor frequencies minus the microwave frequency, $J$ is the exchange coupling and $\omega_1$ the drive. The density matrix, normalised to the number of pairs, obeys
$$\dot\rho=-i[H,\rho]-\frac{r_S}{2}\{\Pi_S,\rho\}-d\rho+\text{(relaxation)}+\frac F4\,\mathbb 1 ,$$
the last term describing pairs born with random spins.

The singlet is $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$. Let $p_1,p_2$ be the populations of $\uparrow\downarrow,\downarrow\uparrow$ and $c$ the coherence between them. In this subspace $\Pi_S$ has diagonal elements $\tfrac12$ and off-diagonal elements $-\tfrac12$, so the recombination term gives
$$\dot p_1=-r\,(p_1-\mathrm{Re}\,c),\qquad \dot c=-r\left(c-\frac{p_1+p_2}{2}\right).$$
The Hamiltonian adds a rotation of $c$ at $\Delta=\delta_b-\delta_a$. With $J\ll|\Delta|$, this rotation keeps $|c|$ at the order $r/|\Delta|$ times the populations. A local-field difference of 1 mT gives $\Delta=1.76\times10^8$ rad/s and $r/\Delta\approx6\times10^{-4}$, so $c$ is dropped. Each antiparallel state then recombines at $r=r_S/2$, and parallel states do not recombine.

Resonance therefore does not turn triplets into pure singlets. It turns $T_\pm$ into antiparallel states that are half singlet, and the difference in Larmor frequency lets the whole antiparallel population recombine through that half.

## The resonant flip rate

Let the microwaves be near the resonance of $a$, with detuning $\delta$. For partner up, the drive connects $\uparrow\uparrow$ (population $p_3$) to $\downarrow\uparrow$ ($p_2$), with matrix element $\omega_1/2$. Their coherence $q$ obeys
$$\dot q=-(\Gamma+i\delta)q+\frac{i\omega_1}{2}(p_3-p_2),\qquad \dot p_3\big|_{\rm drive}=-\omega_1\,\mathrm{Im}\,q .$$
In the steady state $q=\tfrac{i\omega_1}{2}(p_3-p_2)/(\Gamma+i\delta)$. Its imaginary part is $\tfrac{\omega_1}{2}(p_3-p_2)\Gamma/(\Gamma^2+\delta^2)$, so the drive transfers population at
$$\dot p_3\big|_{\rm drive}=-W(p_3-p_2),\qquad W=\frac{\omega_1^2\,\Gamma}{2(\Gamma^2+\delta^2)} .$$

The decay rate $\Gamma$ has four parts. Loss of coherence of spin $a$ gives $1/T_2$. Dissociation gives $d$. Recombination empties one of the two states at $r$ and damps the coherence at half that rate. Finally, a flip of the partner, at $1/(2T_1)$, carries $q$ into the coherence between $\uparrow\downarrow$ and $\downarrow\downarrow$. There the antiparallel state stands first, so the population difference, and with it the coherence, has the opposite sign. Loss of $q$ and arrival of $-q$ add up to $2/(2T_1)=1/T_1$. Thus
$$\Gamma=\frac1{T_2}+\frac1{T_1}+d+\frac r2=2.08\times10^6\ \mathrm{s^{-1}} .$$
A rotating microwave field of 0.01 mT means $\omega_1=1.76\times10^6$ rad/s, and on resonance $W=7.45\times10^5\ \mathrm{s^{-1}}$. Spin $b$, detuned by $\Delta$, is flipped more slowly by about $(\Gamma/\Delta)^2\approx10^{-4}$ and is left out.

## The balance of two populations

Let a share $\alpha$ of the pairs be born antiparallel; random spins mean $\alpha=\tfrac12$. With the total exchange rate $k=w+W$, the steady state satisfies
$$(r+d+k)N_A-kN_P=\alpha F,\qquad (d+k)N_P-kN_A=(1-\alpha)F .$$
The determinant is
$$Z(k)=(r+d+k)(d+k)-k^2=d(r+d)+k(r+2d).$$
Cramer's rule gives
$$N_A=\frac{(d+k)\alpha+k(1-\alpha)}{Z}F=\frac{k+\alpha d}{Z(k)}F,$$
$$N_P=\frac{(r+d+k)(1-\alpha)+k\alpha}{Z}F=\frac{k+(1-\alpha)(r+d)}{Z(k)}F .$$
The recombination rate is $rN_A$. Its relative change when $k$ goes from $w$ to $w+W$ is
$$s=\frac{(w+W+\alpha d)\,Z(w)-(w+\alpha d)\,Z(w+W)}{(w+\alpha d)\,Z(w+W)} .$$
Insert $Z(w+W)=Z(w)+W(r+2d)$. The numerator becomes
$$W\left[Z(w)-(w+\alpha d)(r+2d)\right]=Wd\left[(r+d)-\alpha(r+2d)\right],$$
because the terms $w(r+2d)$ cancel. For $\alpha=\tfrac12$ the bracket is $r/2$, and multiplying numerator and denominator by 2 gives
$$\boxed{\,s=\frac{W\,d\,r}{(d+2w)\,[\,d(r+d)+(w+W)(r+2d)\,]}\,}$$

No polarisation and no static field appears. The field could enter through the rates, which are held fixed here. Dividing by $r+2d$ separates the drive from the rest:
$$s=s_{\rm sat}\frac{W}{W+k_0},\quad s_{\rm sat}=\frac{d}{d+2w}\cdot\frac{r}{r+2d},\quad k_0=w+\frac{d(r+d)}{r+2d}.$$
In the example,
$$s_{\rm sat}=\frac{10^4}{5\times10^4}\cdot\frac{10^5}{1.2\times10^5}=0.167,$$
and $k_0=2.92\times10^4\ \mathrm{s^{-1}}$, so $s=0.1667\times7.45/(7.45+0.29)=0.160$. The steady state of the full density-matrix equation, with the microwaves acting on both spins, also gives 0.160. With the drive reduced twentyfold, both give 0.0100. The pair signal is $2.8\times10^5$ times the random-partner signal.

## Where the large number comes from

The dark state, $k=w$ and $\alpha=\tfrac12$, has
$$N_P-N_A=\frac{F}{2}\frac{r}{Z(w)},\qquad N_P+N_A=\frac F2\,\frac{r+2d+4w}{Z(w)},$$
and therefore a spin correlation
$$C=4\langle S_{az}S_{bz}\rangle=\frac{N_P-N_A}{N_P+N_A}=\frac{r}{r+2d+4w}=0.50 .$$
Three quarters of the waiting pairs are parallel. Yet neither spin is polarised: $\uparrow\uparrow$ and $\downarrow\downarrow$ are equally populated, and so are $\uparrow\downarrow$ and $\downarrow\uparrow$. The correlation is made by recombination itself, which removes antiparallel pairs and leaves the parallel ones behind. A parallel pair stays parallel for $1/(d+w)=33$ µs on average, an antiparallel one stays antiparallel for $1/(r+d+w)=7.7$ µs. For random partners $C$ would be $P_aP_b$. Here it is set by ratios of rates, which can be of order one at any temperature.

A short pulse shows the store directly. Let an ideal $\pi$ pulse on spin $a$ exchange $N_A$ and $N_P$. It must be much shorter than $T_2$, which takes a stronger microwave field than the 0.01 mT used above. The field must also stay below the local-field difference of 1 mT, because a stronger pulse turns spin $b$ as well and the jump shrinks towards 1: it is 2.3 at 1 mT, 1.5 at 2 mT and 1.02 at 10 mT. With pulse fields between 0.1 and 0.5 mT the density matrix gives jumps of 2.7 to 2.9, rising and falling with the field rather than changing steadily. For the ideal pulse the recombination rate jumps by the factor
$$\frac{N_P}{N_A}=\frac{r+d+2w}{d+2w}=1+\frac{r}{d+2w}=3 .$$
To count the additional recombination, let $M=N_P-N_A$ before the pulse. After it the deviations from the steady state start at $+M$ (antiparallel) and $-M$ (parallel). Their time integrals $X_A,X_P$ obey
$$(r+d+w)X_A-wX_P=M,\qquad (d+w)X_P-wX_A=-M .$$
The sum gives $X_P=-(r+d)X_A/d$. Inserted in the first equation, this yields $X_A\,Z(w)/d=M$, and the extra number of recombined pairs is
$$rX_A=\frac{r\,d\,M}{Z(w)} .$$
With $M$ equal to half of the stored pairs and $Z(w)=3.5\times10^9\ \mathrm{s^{-2}}$, this is 0.14 per stored pair. The density-matrix calculation agrees with both pulse results.

## Long life is not enough

As long as there is some relaxation ($w>0$), the extra recombination vanishes as $d\to0$, and so does the steady signal. The reason is a matter of counting. In the steady state every pair that forms must leave, so
$$rN_A=F-d(N_A+N_P).$$
At fixed $F$, resonance can raise recombination only by saving pairs from dissociation. If dissociation is absent, relaxation eventually turns every parallel pair antiparallel, so all pairs recombine with or without microwaves; resonance shortens their wait but does not change the rate. With $d=1\ \mathrm{s^{-1}}$ and the other values unchanged, the density matrix gives a signal of only $2.4\times10^{-5}$, although dissociation then takes a full second.

Too fast a dissociation is harmful as well, since pairs then separate before a correlation builds up. The best value follows from
$$\frac1{s_{\rm sat}}=\frac{(d+2w)(r+2d)}{d\,r}=\frac{1}{r}\left(r+4w+2d+\frac{2wr}{d}\right).$$
The sum $2d+2wr/d$ is smallest when its terms are equal, at $d=\sqrt{wr}$, where it is $4\sqrt{wr}$. Hence
$$s_{\max}=\frac{r}{r+4\sqrt{wr}+4w}=\frac{1}{\left(1+2\sqrt{w/r}\right)^2} .$$
For the example's $w$ and $r$ the best $d$ is $4.5\times10^4\ \mathrm{s^{-1}}$ and the largest saturated signal 0.28. For $w\ll r$ the limit approaches one: recombination can at most double. The dark yield of pairs born at random is then $\tfrac12$, and resonance opens the other half.

## Conditions that can remove or reverse the signal

**Birth.** The general formula contains $(r+d)-\alpha(r+2d)$, which is proportional to $N_P-N_A$ in the dark. The signal is positive when more parallel than antiparallel pairs are waiting, and it changes sign at $\alpha=(r+d)/(r+2d)=0.92$. Pairs born as singlets ($\alpha=1$) give $s=-0.027$, because resonance now takes recombining pairs and hides them among the parallel ones.

**Exchange.** For $J\gg|\Delta|$ the eigenstates are the singlet and three triplets. The microwaves then move pairs among the triplets, none of which recombines. Without relaxation or dephasing, the quarter born as singlets gives the yield $\tfrac14 r_S/(r_S+d)$ with and without the drive, and $s=0$. At $J=100\,\Delta$ the density matrix then gives about $10^{-7}$. Independent dephasing of the two spins undoes this, because it mixes the singlet with the triplet $T_0$ at a rate of about $1/T_2$, ten times $r_S$ in the example. With the example's $T_1$, $T_2$ and drive, and the microwaves midway between the two Larmor frequencies, the signal at $J=100\,\Delta$ is 0.156. Strong exchange alone therefore does not guarantee a vanishing signal. With strong exchange the signal does vanish when relaxation acts alike in all directions ($T_1=T_2$): the three triplets then stay equally populated, and moving pairs among them changes nothing.

**Too strong a drive.** For $\omega_1\gg|\Delta|$, with the microwaves midway between the two resonances, both spins turn together about the microwave field. The total spin is then conserved up to admixtures of order $(\Delta/\omega_1)^2$, and the singlet is cut off from the triplets. Without relaxation or dephasing the driven yield is again $\tfrac14 r_S/(r_S+d)=r/[2(2r+d)]$. The dark yield, from $k=0$, is $r/[2(r+d)]$. Hence
$$s=\frac{r+d}{2r+d}-1=-\frac{r}{2r+d}=-0.476 ,$$
which the density matrix reproduces at $\omega_1=100\,\Delta$. A selective drive, again without relaxation, gives $+0.83$, close to $r/(r+2d)$. In this coherent limit, resonance helps when it turns one spin relative to the other, not when it turns both alike. Fast independent dephasing removes the distinction: with the example's $T_1$ and $T_2$, the signal at $\omega_1=100\,\Delta$ is $+0.155$.

## From recombination to carrier density

A diode or photoconductor does not hold $F$ fixed. Let free carriers of density $n$ be generated at a rate $g$, form pairs at $\kappa n$ and disappear by other channels at $\lambda n$. Dissociation returns carriers. With the recombination yield $\eta=rN_A/F$, a fraction $1-\eta$ of the pairs is returned, so
$$g=\lambda n+\kappa n-(1-\eta)\kappa n=(\lambda+\eta\kappa)\,n .$$
Resonance changes $\eta$ to $\eta(1+s)$. With $f=\eta\kappa/(\lambda+\eta\kappa)$, the dark share of carriers lost through pairs,
$$\frac{\Delta n}{n}=\frac{1}{1+fs}-1=-\frac{fs}{1+fs} .$$
The dark yield is $\eta=r(d+2w)/[2Z(w)]=0.714$. For $\kappa=10^5\ \mathrm{s^{-1}}$ and $\lambda=3\times10^5\ \mathrm{s^{-1}}$ this gives $f=0.19$ and $\Delta n/n=-0.030$. The carrier density falls because more carriers recombine. The linear law $\kappa n$ assumes a steady reservoir of partners that the pairs do not deplete.

## The model beside a real diode

In a conjugated polymer each spin feels the random fields of many hydrogen nuclei, roughly 1 mT in size, so most pairs are off resonance at any one microwave frequency. This is the largest of the neglected effects sized here. From $s=s_{\rm sat}W/(W+k_0)$ and the Lorentzian $W$, the signal halves at the detuning
$$\delta_{1/2}=\Gamma\sqrt{1+\frac{\omega_1^2}{2\Gamma k_0}},$$
equivalent to 0.061 mT. If each spin has a Gaussian field spread of 0.7 mT (rms), the resonant share per spin is about $\pi\times0.061/(\sqrt{2\pi}\times0.7)=0.11$. Two spins give about $2\times0.11\times0.160=0.035$. This is an overestimate, since it uses the peak of the Gaussian throughout and counts pairs with both spins near resonance twice. The full average is 0.031, five times below the single-pair value and still $5\times10^4$ times the random-partner signal. For 2000 randomly drawn pairs the density matrix and the formula both average to 0.031.

The other corrections, each applied alone to the value 0.160, are smaller. Dipolar coupling at a pair distance of 4 nm, averaged over directions, lowers it to 0.154. This correction is small only for distant pairs, since the coupling grows as the inverse cube of the distance: the single-pair value is 0.132 at 3 nm, 0.067 at 2 nm and 0.031 at 1.5 nm. The hyperfine average is less sensitive and falls from 0.031 to about 0.029 at 2 nm. Triplet recombination at 1 % of $r_S$ lowers it to 0.138. This last assumption deserves caution, because parallel pairs in polymers can also end as triplet excitons. If triplets recombined as fast as singlets, all spin states would be equivalent and the signal would vanish. Thermal polarisation shifts $s$ by $4\times10^{-7}$ at 340 mT and by $4\times10^{-5}$ at 3400 mT, so for a pair kept on resonance, with fixed rates, the signal is nearly independent of field. In a real film a spread of g-factors widens the line in proportion to the field. At high field this can take more pairs off resonance and lower the signal.

Relative current changes in real polymer diodes are often well below one per cent. With the hyperfine average and $f=0.19$, the model gives a carrier change of about 0.6 %. This equals the relative current change only if the carrier supply, the mobility and the internal field stay fixed. Slower pair recombination, a smaller $f$, or triplet recombination could each lower it further; which of them dominates in a given device is not settled by this model. The values of $r_S$, $d$, $\kappa$ and $\lambda$ are round choices, not measured ones. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature: 300 K
static field: 340 mT
singlet recombination rate r_S: 2e+05 1/s
antiparallel recombination rate r: 1e+05 1/s
dissociation rate d: 1e+04 1/s
T1: 50 us
T2: 0.5 us
relaxation rate w: 2e+04 1/s
rotating microwave field: 0.01 mT
drive omega1: 1.761e+06 rad/s
local field difference: 1 mT
Larmor difference Delta: 1.761e+08 rad/s
coherence decay Gamma: 2.08e+06 1/s
resonant flip rate W: 7.453e+05 1/s
half-saturation rate k0: 2.917e+04 1/s
half width of the line: 0.06087 mT
thermal polarisation P: 0.0007622
random-partner signal: 5.809e-07
pair signal s, formula: 0.1604
pair signal s, density matrix: 0.1604
saturated pair signal: 0.1667
pair signal / random-partner signal: 2.761e+05
weak-drive signal (omega1/20), formula: 0.01001
weak-drive signal, density matrix: 0.01001
dark recombination yield per pair: 0.7143
dark spin correlation, formula: 0.5
dark spin correlation, density matrix: 0.5
dark share of parallel pairs: 0.75
dwell time in parallel states: 33.33 us
dwell time in antiparallel states: 7.692 us
pi pulse: recombination jump factor: 3
pi pulse: extra recombined per stored pair: 0.1429
signal with d = 1 1/s: 2.435e-05
best dissociation rate: 4.472e+04 1/s
largest saturated signal at best d: 0.2786
no relaxation, selective drive: signal: 0.8324
no relaxation, J = 100 Delta: signal: 1.25e-07
no relaxation, omega1 = 100 Delta: signal: -0.4759
singlet-born pairs: signal: -0.02673
antiparallel birth share at sign change: 0.9167
carrier capture rate into pairs: 1e+05 1/s
other carrier loss rate: 3e+05 1/s
share f of carriers lost through pairs: 0.1923
relative change of carrier density: -0.02992
signal shift by polarisation, 340 mT: 4.112e-07
signal shift by polarisation, 3400 mT: 4.112e-05
triplet recombination rate tried: 2000 1/s
signal with triplet recombination: 0.1378
pair distance for dipolar coupling: 4 nm
dipolar coupling: 5.109e+06 rad/s
signal with dipolar coupling, all angles: 0.1537
hyperfine field spread per spin (rms): 0.7 mT
signal averaged over hyperfine fields: 0.03063
2000 random pairs, density matrix: 0.03096
2000 random pairs, formula: 0.03097
hyperfine-averaged / random-partner signal: 5.273e+04
```
